Moire period of an aligned bilayer with two lattice constants

**Problem**

Two different atomically thin crystals are laid on top of each other. Each has a triangular Bravais lattice, with lattice constants

a₁ = 3.16 Å and a₂ = 3.29 Å.

The layers are aligned: the close-packed rows of one lattice are parallel to those of the other. Both layers are rigid, so neither stretches to fit the other. The lattice constants are round model parameters.

(a) Define what repeats in the moire pattern, and derive its period L and the directions of its lattice vectors.

(b) Evaluate L. How many cells of each layer fit into one period?

(c) Obtain the same period from the reciprocal lattices.

(d) Do the atomic positions themselves repeat after the length L? If not, after what length do they repeat, and what small supercell comes close to one moire period?

(e) Each lattice constant is known only to the last digit given, that is, to ±0.005 Å. How well is L known?

(f) How does L change if the alignment is off by 1°?

**Solution**

**(a) What repeats, and how often**

Choose two unit vectors along close-packed rows, 60° apart:

e₁ = (1, 0), e₂ = (1/2, √3/2).

Because the layers are aligned, these directions serve both lattices. Any point in the plane is written r = x e₁ + y e₂, where x and y are lengths measured along the oblique axes. With n and m integers, the lattice sites are

layer 1: x = n a₁, y = m a₁
layer 2: x = n a₂ + x₀, y = m a₂ + y₀.

The constants x₀ and y₀ allow for an arbitrary sideways shift of layer 2.

Now ask where the point r lies within a unit cell of each layer. Measured in units of the cell edge, its coordinates are

u₁ = (x/a₁, y/a₁)
u₂ = ((x − x₀)/a₂, (y − y₀)/a₂).

The integer part of each coordinate says which cell the point is in, and the fractional part says where in the cell it lies. The local stacking is the difference of the two positions,

s(r) = u₁ − u₂, with integers disregarded.

If s = (0, 0), the point has the same place in both cells, so that sites of the two layers lie nearly above each other around r. If s = (1/2, 0), one lattice is displaced by half a cell edge along e₁.

This description is useful because the two lattice constants are close. Over a few cells the layers look like two copies of one lattice with a fixed relative displacement, and s is that displacement as a fraction of the cell. Over longer distances the displacement drifts. Inserting u₁ and u₂ gives

s(r) = ( x(1/a₁ − 1/a₂) + x₀/a₂ , y(1/a₁ − 1/a₂) + y₀/a₂ ).

Define a length L by

1/L = 1/a₁ − 1/a₂.

Then

s(r) = ( x/L + x₀/a₂ , y/L + y₀/a₂ ).

Move from r to r + X e₁ + Y e₂. The stacking changes by (X/L, Y/L), and the constants x₀ and y₀ cancel. The stacking is the same as before if both changes are integers:

X = p L, Y = q L, with p and q integers.

The translations that restore the stacking are therefore p L e₁ + q L e₂. They form a triangular lattice. Since e₁·e₂ = 1/2, the squared length of such a translation is

L²(p² + q² + 2pq·(1/2)) = L²(p² + pq + q²).

The bracket is an integer, and it equals (p + q/2)² + 3q²/4, which is positive unless p = q = 0. Its smallest nonzero value is thus 1, reached for example by p = 1, q = 0. The shortest repeat length is L, and the moire lattice vectors L e₁ and L e₂ are parallel to the rows of the layers.

Putting the two fractions over a common denominator,

1/L = (a₂ − a₁)/(a₁a₂),

so that

L = a₁a₂/(a₂ − a₁).

Three remarks follow from the derivation.

First, a shift of layer 2 moves the pattern without changing its period. Points with s = (0, 0) lie at x = L(p − x₀/a₂), so a shift x₀ of the layer displaces the pattern by −x₀L/a₂. The pattern moves in the opposite direction, and farther than the layer by the factor L/a₂. Shifting the layer by a full lattice constant a₂ moves the pattern by a full period L, which leaves it looking as before, as it must.

Second, the number of atoms in each unit cell does not enter. Extra atoms decide what a given stacking looks like, but they do not alter the translations of either lattice. Turning one layer by 180° does not alter L either, because a Bravais lattice is mapped onto itself when every lattice vector R is replaced by −R.

Third, if a₂ approaches a₁, the denominator goes to zero and L grows without bound. Two aligned lattices with equal constants have the same stacking everywhere, so there is no moire pattern. In the opposite case of very different constants the formula still gives a length, but the stacking then changes strongly from one cell to the next, and the picture of slowly drifting local stacking fails.

**(b) The numbers**

The difference of the lattice constants is 3.29 Å − 3.16 Å = 0.13 Å, and their product is 10.3964 Å². Hence

L = 10.3964 Å² / 0.13 Å = 79.97 Å = 7.997 nm.

The moire period is about 8 nm. The further digits are kept below only to compare different routes to the same result; part (e) shows how many of them carry physical information.

The number of cells in one period is

L/a₁ = 79.972/3.16 = 25.308
L/a₂ = 79.972/3.29 = 24.308.

The two numbers differ by 1. This follows from multiplying the definition 1/L = 1/a₁ − 1/a₂ by L:

1 = L/a₁ − L/a₂.

The pattern works like a vernier scale. Start where two sites coincide and walk along a row. With every cell, layer 2 gets ahead of layer 1 by 0.13 Å. When the accumulated lead has reached one full cell of layer 1, the sites are in register again, and layer 1 has fitted in one more cell than layer 2. Neither count has to be an integer, because the place of best register may fall between sites.

The period can also be expressed through the relative mismatch

δ = (a₂ − a₁)/a₁ = 0.13/3.16 = 0.04114.

Substituting a₂ − a₁ = δa₁ into the formula for L gives

L = a₁a₂/(δa₁) = a₂/δ.

With δ referred to the smaller constant, the numerator is the larger one. Using a₁ in the numerator instead would give a₁/δ = 76.81 Å. The discrepancy can be traced in general:

L − a₁/δ = a₁a₂/(a₂ − a₁) − a₁²/(a₂ − a₁) = a₁(a₂ − a₁)/(a₂ − a₁) = a₁.

The wrong numerator makes the period too short by one lattice constant of layer 1. For a small mismatch this is a small relative error, but it is avoidable.

**(c) The same result in reciprocal space**

Neighbouring close-packed rows of a triangular lattice are a√3/2 apart. The shortest reciprocal lattice vectors are perpendicular to these rows, and their length is 2π divided by the row spacing:

g = 2π/(a√3/2) = 4π/(√3 a).

For the two layers this gives

g₁ = 2.29595 Å⁻¹, g₂ = 2.20523 Å⁻¹.

Let G₁ and G₂ be parallel vectors with these lengths. A property that is not just a sum of one contribution from each layer can contain products of their periodic modulations, and

cos(G₁·r) cos(G₂·r) = ½ cos((G₁ − G₂)·r) + ½ cos((G₁ + G₂)·r).

The second term varies on the atomic scale. The first is a slow beat with wave number

q = g₁ − g₂ = (4π/√3)(1/a₁ − 1/a₂) = 4π/(√3 L).

This is the length of the shortest reciprocal vectors of a triangular lattice with constant L, in agreement with part (a). Numerically,

q = 2.29595 Å⁻¹ − 2.20523 Å⁻¹ = 0.09072 Å⁻¹
L = 4π/(√3 × 0.09072 Å⁻¹) = 79.97 Å.

The factor √3 matters here. The wavelength 2π/q of a single beat is the distance between neighbouring rows of the moire lattice, which is L√3/2. The lattice constant is the distance between neighbouring points and is longer by the factor 2/√3.

The result was tested without using the formula for L. Both lattices were built site by site, with a sideways shift between them. For each site of layer 1 the distance to the nearest site of layer 2 was found, and the strongest long-wave Fourier component of the squared distance was located. Its wave number is 0.09072 Å⁻¹, which corresponds to a period of 79.97 Å. Its direction, taken modulo 60°, is 30.00° from a close-packed row. That is the direction of a reciprocal vector of a triangular lattice whose rows are parallel to those of the layers, so the test confirms the orientation as well as the period.

**(d) Repeat of the stacking and repeat of the atoms**

After a translation by L along a row, layer 1 has advanced by 25.308 cells and layer 2 by 24.308 cells. The fractional parts are equal, so the stacking s is restored. They are not zero, however, so the translation does not carry the sites of either layer onto sites. The length L is the period of the stacking, not of the atomic positions.

For the atoms to repeat, a translation must be a whole number of cells in both layers. Along a row this requires

n₁a₁ = n₂a₂, or 316 n₁ = 329 n₂,

where both constants have been expressed in units of 0.01 Å. Any common factor of 316 and 329 would also divide their difference, 13. Since 13 is prime and 316 = 24 × 13 + 4 is not divisible by it, there is no common factor other than 1. The smallest solution is therefore n₁ = 329, n₂ = 316, and the repeat length is

329 × 3.16 Å = 316 × 3.29 Å = 1039.64 Å.

The same condition applies separately to the components along e₁ and e₂, so this is also the lattice constant of the common two-dimensional lattice.

The number of moire periods in this length is the difference of the cell counts, because each period contributes a difference of one: 329 − 316 = 13. A direct count along the row, which locates the sites where the two layers are best aligned, finds 13 such regions. Their mean spacing is

1039.64 Å / 13 = 79.97 Å,

which is again L.

The exact repeat length depends on reading 3.16 and 3.29 as exact decimals. A change in a later digit can alter it greatly, and if a₁/a₂ is irrational there is no exact repeat at all. The moire period, in contrast, varies continuously with the lattice constants. It is the length that matters for properties that follow the local stacking.

A calculation with periodic boundary conditions nevertheless needs a cell in which the atoms repeat. Rounding the two cell counts down gives a good candidate:

25 a₁ = 79.00 Å
24 a₂ = 78.96 Å.

The gap is 0.04 Å. Compressing layer 1 by 0.051 percent closes it. The supercell then has 25 × 25 cells of layer 1 and 24 × 24 cells of layer 2, and it contains one moire period, since 25 − 24 = 1.

Its edge, 78.96 Å, is about 1 Å shorter than L, a relative change of about 1.3 percent. A strain of 0.051 percent has thus changed the period by about 25 times as much. The reason is found by differentiating

ln L = ln a₁ + ln a₂ − ln(a₂ − a₁).

For a small relative change of a₁ at fixed a₂, the relative change of L is larger by the factor

a₁ ∂(ln L)/∂a₁ = 1 + a₁/(a₂ − a₁) = a₂/(a₂ − a₁) = L/a₁ = 25.308.

For a change of a₂ at fixed a₁ the factor is

a₂ ∂(ln L)/∂a₂ = 1 − a₂/(a₂ − a₁) = −a₁/(a₂ − a₁) = −L/a₂ = −24.308.

The moire pattern magnifies a strain of one layer relative to the other. The two factors add up to 1, so if both layers are stretched by the same small fraction, L merely grows by that fraction.

**(e) How well the period is known**

The signs of the two factors show that L increases with a₁ and decreases with a₂. Within the rounding intervals of ±0.005 Å, the largest L therefore occurs for the largest a₁ and the smallest a₂:

L = 3.165 × 3.285 / 0.12 Å = 86.6 Å.

The smallest L occurs for the opposite choice:

L = 3.155 × 3.295 / 0.14 Å = 74.3 Å.

The product in the numerator hardly changes. The spread comes from the denominator, which is a small difference of two nearly equal lengths and may lie anywhere from 0.12 Å to 0.14 Å. Lattice constants given to three digits thus fix the period only to the range from about 7.4 nm to 8.7 nm. The statement "about 8 nm" has the precision that the data support, while 7.997 nm is the value for inputs taken as exact.

The same sensitivity limits the rigid-layer assumption. If the layers pull each other towards a common lattice constant, the average mismatch shrinks and L grows. If they lock together completely, the moire pattern disappears. A relaxation that shifts atoms only within each moire cell, and leaves the average lattice constants unchanged, does not alter the period, because the number of cells of each layer per unit length stays the same. It can change how much of the area each stacking occupies.

**(f) A twist of 1°**

Let layer 2 be rotated by a small angle θ. The vectors G₁ and G₂ keep their lengths but now enclose the angle θ. The law of cosines gives the length of their difference:

q² = g₁² + g₂² − 2g₁g₂ cos θ.

Insert g₁ = 4π/(√3 a₁) and g₂ = 4π/(√3 a₂), and take out the common factor:

q² = (16π²/3) [1/a₁² + 1/a₂² − 2 cos θ/(a₁a₂)]
= (16π²/3) [a₁² + a₂² − 2a₁a₂ cos θ]/(a₁a₂)².

The six difference vectors of the first shell still form a regular hexagon, since a rotation by 60° turns each pair G₁, G₂ into the next. They belong to a triangular moire lattice with L(θ) = 4π/(√3 q), so that

L(θ) = a₁a₂/√(a₁² + a₂² − 2a₁a₂ cos θ).

To separate the effects of mismatch and twist, use 1 − cos θ = 2 sin²(θ/2):

a₁² + a₂² − 2a₁a₂ cos θ = (a₂ − a₁)² + 4a₁a₂ sin²(θ/2).

Two limits can be read off. For θ = 0 the root is a₂ − a₁, and the result of part (a) returns. For equal lattice constants a₁ = a₂ = a the first term vanishes, and L = a/(2 sin(θ/2)), the period of a pattern caused by twist alone. When both are present, the twist term is added to the mismatch term, so a small twist in either direction shortens the period. For given lattice constants, alignment gives the longest period in this family. The formula pairs each G₁ with the nearest G₂, which is the chosen pair only for |θ| ≤ 30°. A rotation by 60° maps a triangular lattice onto itself, so larger angles must first be reduced to this range.

For θ = 1.0° the two terms are

(a₂ − a₁)² = 0.0169 Å²
4a₁a₂ sin²(θ/2) = 4 × 10.3964 Å² × sin²(0.5°) = 0.00317 Å².

Their sum is 0.02007 Å², with square root 0.1417 Å, and the period becomes

L(1.0°) = 73.39 Å = 7.339 nm.

The site-by-site construction of part (c), repeated with layer 2 turned by 1.0°, also gives 73.39 Å.

The period has dropped by about 8 percent, which is comparable to the uncertainty found in part (e). The change of the period is moderate because the mismatch term is still about five times the twist term. The orientation of the pattern changes much more. With G₁ as reference direction, G₁ − G₂ has the components (g₁ − g₂ cos θ, −g₂ sin θ), so the moire lattice is turned relative to layer 1 by an angle φ with tan φ = −a₁ sin θ/(a₂ − a₁ cos θ). For θ = 1.0° this gives φ = −22.9°, opposite in sense to the twist, and the moire rows are no longer parallel to the rows of the layers. For very small θ the angle is φ ≈ −(L/a₂)θ, first order in the twist. Near θ = 0 the twist enters L only in second order, so halving a small misalignment reduces its effect to about a quarter. A small error in the difference of the lattice constants enters in first order, so halving it reduces its effect only to about a half. The numerical output below lists the main values.

Values computed for the example and the checks

```
Lattice constant a1: 3.16 angstrom
Lattice constant a2: 3.29 angstrom
Difference a2 - a1: 0.13 angstrom
Product a1*a2: 10.3964 angstrom^2
Mismatch delta = (a2-a1)/a1: 0.04114 (dimensionless)
Inverse a1: 0.316456 1/angstrom
Inverse a2: 0.303951 1/angstrom
Difference of inverses: 0.012504 1/angstrom
Moire period L, formula: 79.97 angstrom
Moire period L, formula: 7.997 nm
Moire period, measured on lattices: 79.97 angstrom
Cells of layer 1 per period L/a1: 25.308
Cells of layer 2 per period L/a2: 24.308
Slip a1/delta (wrong period): 76.81 angstrom
Reciprocal length, layer 1: 2.29595 1/angstrom
Reciprocal length, layer 2: 2.20523 1/angstrom
Their difference: 0.09072 1/angstrom
Measured moire wave number: 0.09072 1/angstrom
Measured wave-vector angle modulo 60: 30.00 degree
Exact repeat, cells of layer 1: 329
Exact repeat, cells of layer 2: 316
Exact repeat length: 1039.64 angstrom
Best-aligned regions in exact repeat: 13
Mean spacing of these regions: 79.97 angstrom
Near-matching supercell, cells of layer 1: 25
Near-matching supercell, cells of layer 2: 24
Supercell length in layer 1: 79.00 angstrom
Supercell length in layer 2: 78.96 angstrom
Supercell length gap: 0.04 angstrom
Strain to close the gap: 0.051 percent
Input rounding assumed: +/- 0.005 angstrom
Smallest L within rounding: 74.3 angstrom
Largest L within rounding: 86.6 angstrom
Twist angle of comparison: 1.0 degree
Period at this twist, formula: 73.39 angstrom
Period at this twist, measured: 73.39 angstrom
```
